Depth-dependent energy and correction of a charge in a dielectric slab

**An empty cell first**

Take a periodic cell of area A and length L along z with nothing in it but a charge q, spread evenly over the plane z = z0, and a uniform background of total charge −q. I use atomic units, in which two charges interact with energy q1q2/r. For energies in eV and lengths in angstrom, each product of two charges is multiplied by 14.40 eV Å. Potentials are those felt by a positive charge.

Gauss's law, dE/dz = 4πρ, gives a field that jumps by 4πq/A at the sheet and falls linearly elsewhere:

E(z) = (4πq/A) s(z),  s(z) = ½ sgn(z − z0) − (z − z0)/L.

This form of s holds for |z − z0| < L and is repeated periodically. A constant could be added to s, but a periodic potential requires ∮E dz = 0, and s, being odd about z0, already has zero mean. The energy is

U = (A/8π) ∮E² dz = (2πq²/A) ∮s² dz = 2πq²L/(12A),

because ∮s² dz = 2∫₀^{L/2} (½ − u/L)² du = L/12. It does not depend on z0, since an empty cell has no preferred plane. A dependence on depth can come only from something that marks a position.

**Putting in the slab**

Let a slab |z| < d/2 with linear, isotropic dielectric constant ε and sharp faces lie in vacuum, with the charge inside it. "Depth" here means the distance z0 from the mid-plane. The background still fills the whole cell, vacuum included. Gauss's law now fixes D = εE:

D(z) = (4πq/A)[s(z) + c].

The constant c follows from ∮D/ε dz = 0. Write κ = 1 − 1/ε, so that 1/ε(z) is 1 in vacuum and 1 − κ in the slab. Two integrals are needed:

∮dz/ε = L − κd ≡ Λ,

∫_slab s dz = ½[(d/2 − z0) − (d/2 + z0)] + z0 d/L = −z0(1 − d/L).

As ∮s dz = 0, the second gives ∮s/ε dz = −κ∫_slab s dz = κz0(1 − d/L). Hence

c = −κz0(1 − d/L)/Λ.

The meaning of c appears when the polarization P = (D − E)/4π is integrated. The field E has zero mean, so the induced dipole of the slab is

M = A∮P dz = (A/4π)∮D dz = qcL = −qκz0(L − d)/Λ.

The constant displacement field is the induced dipole spread over the cell, 4πM/(AL).

The sign can be checked in a long cell. For L → ∞, M → −qκz0. The bound charge around q is −κq at z0, and the compensating +κq sits half on each face, where it has no dipole about the mid-plane. The dipole therefore points against the displacement of a positive charge.

**From dipole to energy**

Now move the charge and leave the background where it is. The energy is a quadratic form in the charge density with a symmetric Green's function, so its derivative is minus the force on the charge that moves:

dU/dz0 = −qE(z0).

At a sheet the field is double-valued. If the sheet is given a small symmetric thickness, its own field is odd across it and exerts no net force; what remains is the mean of the fields on the two sides. The mean of s at z0 is zero, which leaves the dipole field, screened by ε:

E(z0) = 4πqc/(εA) = 4πM/(εAL).

Since M is proportional to z0, integration gives a factor ½:

U(z0) − U(0) = −2πqMz0/(εAL)
 = (2πq²/A) κ(1 − d/L) z0²/(εΛ).

This is the quadratic law. It is positive because the dipole field pushes the charge back to the middle.

The centred value follows from U = (A/8π)∮D²/ε dz with c = 0:

U(0) = (2πq²/A)[L/12 − κ∫_slab s² dz]
 = (2πq²/A)[L/12 − κ(d/4 − d²/(4L) + d³/(12L²))],

where ∫_slab s² dz = 2∫₀^{d/2}(¼ − z/L + z²/L²)dz.

Four limits make the quadratic term readable.

- For ε = 1 it vanishes, as in the empty cell.
- For d = L it vanishes too: a cell filled uniformly has no preferred plane either.
- For ε → ∞ it vanishes as 1/ε, because the dipole stays finite while its field at the charge is screened away.
- For L → ∞ at fixed A it vanishes as 1/L, whereas U(0) grows as (2πq²/A)L/12.

The last limit shows that the parabola belongs to the periodic cell and its background and is no property of an isolated charged slab.

A numerical solution of Poisson's equation, which uses none of these formulas, was compared with them for (ε, d, L) = (4, 10, 25), (2, 6, 20), (12, 10, 25) and (4, 10, 35), lengths in Å, at depths 0, 1 and 2.5 Å with A = 196 Å². The energies agree within 10⁻⁵ eV and the dipoles within 10⁻⁶ e Å.

**A localized charge: what the average leaves out**

A defect is not a charged sheet. Its in-plane Fourier components with wavevector k ≠ 0 also contribute, and each obeys

(εφ′)′ − εk²φ = −4πδ(z − z0).

Let g(k, z0) be the solution at z = z0. The cell is symmetric about z = 0 and about z = L/2, so I split the source into even and odd halves, ½δ(z − z0) ± ½δ(z + z0), and take z0 ≥ 0. For each half let λ₁ = φ′/φ just below z0 and λ₂ = −φ′/φ just above. The jump condition ε(λ₁ + λ₂)φ = 2π gives φ(z0), and g is the sum of the two results.

Below z0 the even solution is cosh kz and the odd one sinh kz. With p = e^{−2kz0},

λ₁ = k(1 − p)/(1 + p) (even),  λ₁ = k(1 + p)/(1 − p) (odd).

Above z0 the slab solution is a decaying wave plus its reflection from the face, and

λ₂ = k(1 − R)/(1 + R),  R = r̃ e^{−k(d − 2z0)}.

The coefficient r̃ follows from continuity of φ and εφ′ at the face. In the vacuum the even solution is cosh k(L/2 − z) and the odd one sinh k(L/2 − z). With τ = tanh[k(L − d)/2], their values of −φ′/φ at the face are kτ and k/τ. Just inside the slab these are divided by ε and must equal k(1 − r̃)/(1 + r̃), so

r̃_e = (ε − τ)/(ε + τ),  r̃_o = (ετ − 1)/(ετ + 1).

Adding the fractions in λ₁ + λ₂ gives 2k(1 − pR)/[(1 + p)(1 + R)] for the even half and 2k(1 + pR)/[(1 − p)(1 + R)] for the odd half. Therefore

g_per = (π/εk)[(1 + p)(1 + R_e)/(1 − pR_e) + (1 − p)(1 + R_o)/(1 + pR_o)].

For a single slab in infinite vacuum τ = 1, and both coefficients become r = (ε − 1)/(ε + 1). The bracket then has the common denominator 1 − p²R², and its numerator is (1 + R)[(1 + p)(1 + pR) + (1 − p)(1 − pR)] = 2(1 + R)(1 + p²R). Inserting p and R,

g_iso = (2π/εk)(1 + re^{−k(d−2z0)})(1 + re^{−k(d+2z0)})/(1 − r²e^{−2kd}).

As k → 0 this tends to (2π/εk)(1 + r)/(1 − r) = 2π/k, the vacuum result: from far away in the plane the slab does not screen.

The dependence on depth is seen by multiplying out the numerator:

g_iso(k, z0) − g_iso(k, 0) = (4πr/εk) e^{−kd}[cosh(2kz0) − 1]/(1 − r²e^{−2kd}).

For ε > 1 every even power of z0 enters with a positive coefficient. The energy of an isolated charge thus rises faster than a parabola. The total energy of an off-centre charge is not quadratic in its depth; the laterally averaged part of the periodic energy is.

A second limit gives the reason. Near one face of a thick slab, at a distance h = d/2 − z0, the first reflected term gives a point charge the energy

(q²/4π)∫₀^∞ (2π/ε) r e^{−2kh} dk = q²r/(4εh).

This is the image energy, which grows as 1/h towards the face. It is physical and must survive the correction.

**Energies of a model charge**

As a model take a disc of charge, Gaussian in the plane with width b along each axis and sharp in z. Its Fourier transform is q e^{−k²b²/2}, which enters the energy squared:

E_per = U(z0) + (q²/2A) Σ_{G≠0} e^{−G²b²} g_per(G, z0),

E_iso = (q²/4π) ∫₀^∞ k e^{−k²b²} g_iso(k, z0) dk.

Here G runs over the in-plane reciprocal vectors. The second line has g_iso in place of g_per and ∫k dk/2π in place of (1/A)Σ. It has no separate averaged term, because the single point k = 0 carries no weight in the integral. The integrand is finite at k = 0, so the isolated energy needs no background.

**The correction for a real defect**

The real charge density is ρ = ρ_m + δ, with ρ_m the model. Let φ_δ be the potential of δ alone in the isolated slab, and suppose that it is short-ranged. In the periodic cell, where potentials have zero mean, the same δ produces φ_δ + C, with

C = −(1/AL)∫φ_δ d³r.

Let n = −q/(AL) be the background density. The cell energy is

E_cell = E_per + ∫(ρ_m + n)(φ_δ + C) d³r + ½∫δ(φ_δ + C) d³r.

Both ρ_m + n and δ integrate to zero, so C drops out of both integrals. The background term remains: n∫φ_δ d³r = (−q/AL)(−ALC) = qC. Thus

E_cell = E_per + ∫ρ_mφ_δ d³r + qC + ½∫δφ_δ d³r.

Without periodicity and background,

E_isolated = E_iso + ∫ρ_mφ_δ d³r + ½∫δφ_δ d³r.

Subtracting the two lines gives the Freysoldt-Neugebauer correction:

E_isolated = E_cell + E_iso − E_per − qC.

C is read in the vacuum as the defect-induced cell potential minus the model potential, both with zero mean. If a code prints the potential energy of an electron, the sign of that potential must be reversed first.

Two contributions of a real calculation are absent from these lines. The charge also feels the potential of the unperturbed host. A constant shift v of that potential changes the energy by qv, while electron levels shift by −v, so the Fermi-level term qE_F in the formation energy changes by −qv and cancels it, if both use the same reference. The nonlinear response close to the defect is assumed to be the same in the cell and in the isolated slab, and then it cancels too.

**When is φ_δ short-ranged?**

δ must have no net charge and no dipole. Its laterally averaged displacement field then vanishes outside it, and the averaged potential does not step from one side to the other. The second moments need more care. An isotropic second moment acts on the Green's function as a Laplacian in the source position, and inside the uniform slab this gives zero at any point away from the source. It leaves no tail. A traceless second moment, a quadrupole, does leave one, which neighbouring cells feel and a constant C cannot repair.

For an averaged φ_δ confined to the slab, two integrations by parts give C:

∫φ_δ dz = ½∫z²φ_δ″ dz = −(2π/ε)∫z²δ dz = −2πqQ/(εA),

C = 2πqQ/(εAL),

where Q is the excess second moment along z per unit charge. C is thus a measure of how much the real charge is spread along z compared with the model.

The no-dipole condition fixes the depth of the model. In the vacuum E = (4πq/A)(s + c), and its derivative with respect to z0 is

(4πq/A)[1/L − κ(1 − d/L)/Λ] = (4πq/A)(Λ − κL + κd)/(LΛ) = 4πq/(AεΛ),

since Λ + κd = L and 1 − κ = 1/ε. A model misplaced by Δz leaves a slope in the vacuum, with field 4πqΔz/(AεΛ). The depth is right when the difference of the potentials is flat there, and C is the height of the plateau.

**A worked case**

The parameters are round model values: ε = 4, d = 10 Å, q = +1, a square cell of side 14 Å (A = 196 Å²), L = 25 Å and z0 = 2.5 Å. Then κ = 0.75 and Λ = 25 − 7.5 = 17.5 Å. The dipole is

M = −0.75 × 2.5 × 15/17.5 = −1.607 e Å,

and the rise of the averaged energy is

2π × 14.40 × 1.607 × 2.5/(4 × 196 × 25) = 0.0185 eV,

which takes U from 0.396 to 0.415 eV.

For a disc with b = 1 Å, moving from 2 to 4 Å multiplies the rise above the mid-plane value by 7.1 for the isolated energy and by 11.1 for the k ≠ 0 part of the periodic energy. A parabola would give 4.

The "real" defect consists of two layers, one third of the charge at z0 + 2 Å and two thirds at z0 − 1 Å. Its centroid is z0, and Q = 4/3 + 2/3 = 2 Å². To match the quadrupole, its in-plane variance must exceed that of the model by the same amount, so its width is √(1 + 2) = 1.732 Å. The alignment constant is

C = 2π × 14.40 × 2/(4 × 196 × 25) = 0.0092 V.

The model energies are E_iso = 1.9826 eV and E_per = 1.5492 eV. The correction is 0.4333 − 0.0092 = 0.4241 eV (0.01559 hartree). Added to the cell energy 0.6673 eV it gives 1.0914 eV. The isolated energy of the same charge, computed directly from Poisson's equation with open boundaries, is 1.0917 eV. Errors below are differences, in eV, from the isolated energy computed directly in this way for the same depth.

Without the alignment term the error is 0.009 eV, which is the size of qC. If the model disc is instead given the width 1.732 Å, the quadrupole no longer matches and the error is −0.020 eV, although the charge and its centroid are right.

The depth dependence of the correction needs care. E_iso − E_per is 0.4184 eV at the mid-plane and 0.4333 eV at 2.5 Å: it rises by 0.015 eV, although removing the parabola alone would lower it by 0.0185 eV. The isolated energy rises by 0.0335 eV more than the k ≠ 0 part of the periodic energy, and this outweighs the parabola. Subtracting the quadratic term by itself would therefore shift the result in the wrong direction here. The full difference E_iso − E_per is needed.

The choice of cell can mislead as well. At z0 = 0 and side 14 Å, lengthening the cell from 25 to 35 Å reduces the uncorrected error from −0.409 to −0.103 eV. This is not convergence. U(0) grows by 0.308 eV over that step while qC falls by 0.003 eV, which accounts for the change; since U(0) keeps growing with L, the error will pass through zero and become positive. Widening the cell to 18 Å at L = 25 Å makes the uncorrected error slightly larger, −0.452 eV. After correction, the errors in all three cells and at both depths are at most 0.00024 eV in magnitude. They are larger off centre and shrink in the wider cell, and they come from the moments above second order that the disc does not match. The lopsidedness is only part of this: a symmetric pair of layers with the same Q leaves −0.00007 eV at the mid-plane and −0.00011 eV at 2.5 Å in the 14 Å cell. The numerical output lists the cases.

**Beside a real layer**

A slab of 10 Å corresponds to about three layers of hexagonal boron nitride. Such a material is anisotropic, with a normal electronic dielectric constant of roughly 3 and a larger in-plane one. The averaged energy contains the normal component alone. With 3 in place of 4, all else fixed, the formula raises the parabola by 13 %, from 0.0185 to 0.021 eV at this depth. The k ≠ 0 parts need both components. With ε_∥ in the plane and ε_z along the normal, g_iso keeps its form if ε is replaced by √(ε_∥ε_z) everywhere, r included, and k in the exponents by k√(ε_∥/ε_z). The rule for the second moments changes too: an excess moment leaves no tail when its in-plane and normal parts are in the ratio of the in-plane and normal dielectric constants, and no longer when it is isotropic. Real faces are also not sharp: taking d = 9 Å instead of 10 Å raises U(0) by 0.033 eV. These are shifts of the averaged part alone. The whole difference E_iso − E_per behaves otherwise, because E_iso and the k ≠ 0 part change too. For the model disc at 2.5 Å it rises by 0.105 eV when an isotropic ε is lowered from 4 to 3, but by only 0.003 eV when d is reduced from 10 to 9 Å at ε = 4. The isotropic figure does not describe an anisotropic layer: with ε_z = 3 and ε_∥ = 5 in place of an isotropic 4, the difference falls by 0.11 eV instead of rising. If the ions relax, their response belongs in ε. The derivation fails for a charge that spills into the vacuum, where the uniform-slab argument for φ_δ no longer holds, and for a carrier spread over the whole layer, which has no localized ρ to model.

Computed results

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
slab: eps = 4.0, thickness = 10.0 angstrom, charge = +1 e
cell: side = 14.0 angstrom, length = 25.0 angstrom
area: 196.0 angstrom^2; Lam = 17.50 angstrom
depth from mid-plane z0: 2.50 angstrom
induced dipole M (solver): -1.6071 e angstrom
quadratic coefficient: 0.002967 eV/angstrom^2
averaged energy U(0): 0.39622 eV
averaged energy U(z0): 0.41476 eV
rise U(z0)-U(0): 0.01855 eV
model disc, energies in eV: depth (angstrom), averaged, lateral, isolated
  0.0  0.39622  1.10598  1.92054
  2.0  0.40809  1.12116  1.95684
  4.0  0.44370  1.27383  2.17963
rise ratio 4 A / 2 A, lateral part: 11.059 (parabola: 4)
rise ratio 4 A / 2 A, isolated: 7.139 (parabola: 4)
vacuum field change per angstrom of depth: 0.01319 V/angstrom
model width: 1.000 angstrom; real width: 1.732 angstrom
real layers at z0+2.0 (weight 1/3), z0-1.0 (weight 2/3) angstrom
excess second moment Q: 2.000 angstrom^2
real charge, cell energy: 0.66730 eV
model E_iso: 1.98257 eV
model E_per: 1.54923 eV
E_iso - E_per at z0: 0.43334 eV
E_iso - E_per at mid-plane: 0.41835 eV
alignment C: 0.00923 V
full correction: 0.42411 eV = 0.015586 hartree
corrected energy: 1.09140 eV
directly computed isolated energy: 1.09165 eV
error without alignment term: 0.00899 eV
error with unmatched quadrupole: -0.01990 eV
depth, side, length (angstrom); error before, after correction (eV)
  0.0  14  25  -0.40917  -0.00005
  0.0  14  35  -0.10344  -0.00005
  0.0  18  25  -0.45190  -0.00001
  2.5  14  25  -0.42435  -0.00024
  2.5  14  35  -0.12312  -0.00024
  2.5  18  25  -0.46302  -0.00006
```
